# Where the image plane of a Thomas-Fermi electron sheet lies: verification in Python

```python
"""
Result under test: a unit charge at height d above a grounded two-dimensional
Thomas-Fermi sheet (zero thickness, vacuum on both sides) has, far away, the
energy -1/(4(d+delta)), with delta = 1/(2 q_s): the image plane is BEHIND
the sheet by half the inverse screening wavevector.
Hartree atomic units. mass: band mass; density: electrons per area;
dos = mass/pi: states per energy and area (two spins); q_s = 2 pi dos.
The independent road is a real-space minimisation of the energy functional
  integral(sigma*phi_ext) + Coulomb energy + integral(sigma^2)/(2 dos).
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, simpson
from scipy.special import exp1, j1

bohr_nm = const.physical_constants["Bohr radius"][0] * 1e9
hartree_eV = const.physical_constants["Hartree energy in eV"][0]
hartree_J = const.physical_constants["Hartree energy"][0]

mass, density, height = 0.1, 0.003, 50.0
width, temperature = 4.0, 300.0
dos = mass / np.pi
q_s = 2 * np.pi * dos
delta = 1 / (2 * q_s)
k_fermi = np.sqrt(2 * np.pi * density)
e_fermi = k_fermi**2 / (2 * mass)


def energy_formula(d):
    y = 2 * q_s * d
    return -0.5 * q_s * np.exp(y) * exp1(y)


def force_formula(d):
    """Attractive force, the derivative of the energy with height."""
    y = 2 * q_s * d
    return q_s**2 * (1 / y - np.exp(y) * exp1(y))


nodes, weights = np.polynomial.legendre.leggauss(240)
angle = (nodes + 1) * np.pi / 4


def radial_grid(d):
    rho = d * np.tan(angle)
    area = 2 * np.pi * rho * d / np.cos(angle)**2 * weights * np.pi / 4
    return rho, area


def mirror_density(rho, a):
    """Unit charge spread in the plane as the mirror charge of height a."""
    return a / (2 * np.pi * (rho**2 + a**2)**1.5)


def minimise(d):
    """Trial densities have in-plane potential 1/sqrt(rho^2+a^2)."""
    rho, area = radial_grid(d)
    depths = d + np.array([0.3, 1.7, 4.5, 9.4]) / q_s
    dens = np.array([mirror_density(rho, a) for a in depths])
    pot = np.array([1 / np.sqrt(rho**2 + a**2) for a in depths])
    coulomb = (dens * area) @ pot.T
    overlap = (dens * area) @ dens.T
    external = (dens * area) @ (1 / np.sqrt(rho**2 + d**2))
    matrix = 0.5 * (coulomb + coulomb.T) + overlap / dos
    coeff = np.linalg.solve(matrix, -external)
    return 0.5 * coeff @ external, coeff, depths


# Density of states by counting plane waves in a large periodic box
box = 10000.0
index = np.arange(-300, 301)
k_squared = (2 * np.pi / box)**2 * (index[:, None]**2 + index[None, :]**2)
band = k_squared / (2 * mass)
counted = 2 * np.sum((band > 0.5 * e_fermi) & (band < 1.5 * e_fermi))
dos_counted = counted / box**2 / e_fermi
assert abs(dos_counted / dos - 1) < 0.005
assert abs(2 * np.sum(band < e_fermi) / box**2 / density - 1) < 0.005

# Energy and force: minimisation against the closed forms
for d in (10.0, 50.0, 200.0):
    e_min, c, a = minimise(d)
    assert abs(e_min / energy_formula(d) - 1) < 1e-5
    assert abs(-np.sum(c / (d + a)**2) / force_formula(d) - 1) < 1e-3
    x = delta / d
    assert 1 - x < -4 * d * e_min < 1 - x + 2 * x**2

# Offset of the image plane and its approach to the limit
distances = np.array([10.0, 50.0, 200.0, 1000.0])
offset_energy = -1 / (4 * energy_formula(distances)) - distances
offset_force = 1 / (2 * np.sqrt(force_formula(distances))) - distances
assert abs(offset_energy[-1] / delta - 1) < 0.004
slope_energy = (1 - offset_energy[-1] / delta) * distances[-1] / delta
slope_force = (1 - offset_force[-1] / delta) * distances[-1] / delta
assert abs(slope_energy - 1) < 0.03
assert abs(slope_force - 1.5) < 0.03

# Distant potential in front of and behind the sheet, from the minimisation
d_far = 200.0
_, c, a = minimise(d_far)
total_charge = np.sum(c)
assert abs(total_charge + 1) < 1e-3
rho_p, z_p = 100.0, 150.0
front = np.sum(c / np.hypot(rho_p, z_p + a))
shifted_image = -1 / np.hypot(rho_p, z_p + d_far + 1 / q_s)
plain_image = -1 / np.hypot(rho_p, z_p + d_far)
error_shifted = abs(shifted_image / front - 1)
error_plain = abs(plain_image / front - 1)
assert error_shifted < 5e-4 and error_plain > 1e-2
z_b = 200.0
leak = 1 / (d_far + z_b) + np.sum(c / (z_b + a))
leak_dipole = 1 / (q_s * (d_far + z_b)**2)
assert abs(leak / leak_dipole - 1) < 0.03

# Energy cost of the ideal mirror charge is the first correction
d_cost = 1000.0
rho, area = radial_grid(d_cost)
cost = np.sum(area * mirror_density(rho, d_cost)**2) / (2 * dos)
assert abs(cost * 8 * q_s * d_cost**2 - 1) < 1e-8
assert abs((energy_formula(d_cost) + 1 / (4 * d_cost)) / cost - 1) < 0.01


# Static Lindhard response relative to the density of states
def lindhard(k):
    return 1.0 if k <= 2 * k_fermi else 1 - np.sqrt(1 - (2*k_fermi/k)**2)


def lindhard_integral(k):
    def chord(x):
        return np.sqrt(max(k_fermi**2 - x**2, 0.0)) / k
    if k < 2 * k_fermi:
        val = quad(chord, -k_fermi, k_fermi, weight="cauchy",
                   wvar=-k / 2, limit=400)[0]
    else:
        val = quad(lambda x: chord(x) / (x + k / 2),
                   -k_fermi, k_fermi, limit=400)[0]
    return 2 * mass / np.pi**2 * val / dos


for ratio in (0.7, 1.4, 3.0):
    k = ratio * k_fermi
    assert abs(lindhard_integral(k) - lindhard(k)) < 1e-4


def lindhard_change(u):
    k = 2 * k_fermi + u / (2 * height)
    q_k = q_s * lindhard(k)
    return np.exp(-u) * (q_s / (k + q_s) - q_k / (k + q_k))


lindhard_shift = (np.exp(-4 * k_fermi * height) / (4 * height)
                  * quad(lindhard_change, 0, 40, limit=200)[0])


# Temperature: compressibility from the Fermi integral, tested when warm
def thermal_density(mu, kt):
    return dos * quad(lambda e: 1 / (np.exp((e - mu) / kt) + 1),
                      0, 40 * kt, epsabs=1e-13, epsrel=1e-11)[0]


kt_warm = e_fermi
mu_warm = kt_warm * np.log(np.exp(e_fermi / kt_warm) - 1)
step = 1e-3 * kt_warm
slope = (thermal_density(mu_warm + step, kt_warm)
         - thermal_density(mu_warm - step, kt_warm)) / (2 * step)
assert abs(thermal_density(mu_warm, kt_warm) / density - 1) < 1e-6
assert abs(slope / dos - (1 - np.exp(-e_fermi / kt_warm))) < 1e-5
kt = const.k * temperature / hartree_J
thermal_loss = np.exp(-e_fermi / kt)

# Exchange: energy per area from the exchange hole, then its curvature
s = np.linspace(1e-6, 400, 80001)
hole_integral = simpson((j1(s) / s)**2, x=s)


def exchange_energy(n):
    kf = np.sqrt(2 * np.pi * n)
    return -2 * np.pi * n**2 / kf * hole_integral


h = 1e-3 * density
curvature = (exchange_energy(density + h) - 2 * exchange_energy(density)
             + exchange_energy(density - h)) / h**2
exchange_shift = curvature / (4 * np.pi)
assert abs(exchange_shift * 2 * np.pi * k_fermi + 1) < 1e-3

# Finite thickness: frozen cosine-squared profile centred on the sheet
points = 600
z = (np.arange(points) + 0.5) / points * width - width / 2
profile = np.cos(np.pi * z / width)**2
profile /= profile.sum()
separation = np.abs(z[:, None] - z[None, :])
mean_separation = profile @ separation @ profile
k_small = 1e-4
form = profile @ np.exp(k_small * z)
self_form = profile @ np.exp(-k_small * separation) @ profile
reflection = form**2 * q_s / (k_small + q_s * self_form)
offset_thick = (1 - reflection) / (2 * k_small)
assert abs(offset_thick - (delta - mean_separation / 2)) < 5e-3
thickness_shift = -mean_separation / 2

# Worked example
e_example, c, a = minimise(height)
peak = abs(np.sum(c / (2 * np.pi * a**2)))
e_mirror = -1 / (4 * height)
e_image = -1 / (4 * (height + delta))
e_exact = energy_formula(height)
print(f"band mass: {mass:.2f} electron masses")
print(f"sheet density: {density:.4f} bohr^-2")
print(f"height of unit charge: {height:.1f} bohr")
print(f"density of states: {dos:.5f} Ha^-1 bohr^-2")
print(f"density of states, counted: {dos_counted:.5f} Ha^-1 bohr^-2")
print(f"screening wavevector q_s: {q_s:.4f} bohr^-1")
print(f"image-plane offset delta: {delta:.4f} bohr")
print(f"image-plane offset delta: {delta * bohr_nm:.4f} nm")
print(f"extra depth of image charge: {1 / q_s:.4f} bohr")
print(f"energy, ideal mirror at sheet: {e_mirror:.7f} Ha")
print(f"energy, shifted image plane: {e_image:.7f} Ha")
print(f"energy, Thomas-Fermi formula: {e_exact:.7f} Ha")
print(f"energy, minimisation: {e_example:.7f} Ha")
print(f"energy, Thomas-Fermi formula: {e_exact * hartree_eV:.5f} eV")
print(f"attractive force: {force_formula(height):.4e} Ha/bohr")
for d, oe, of in zip(distances, offset_energy, offset_force):
    print(f"d = {d:.0f} bohr: offset from energy {oe:.4f} bohr,"
          f" from force {of:.4f} bohr")
print(f"induced charge, d = {d_far:.0f} bohr: {total_charge:.5f} e")
print(f"front test point: rho = {rho_p:.0f}, z = {z_p:.0f} bohr")
print(f"relative error, shifted image: {error_shifted:.2e}")
print(f"relative error, unshifted image: {error_plain:.2e}")
print(f"rear test point: rho = 0, z = {-z_b:.0f} bohr")
print(f"potential behind sheet: {leak:.4e} Ha/e")
print(f"leading dipole law there: {leak_dipole:.4e} Ha/e")
print(f"mirror-charge cost, d = {d_cost:.0f} bohr: {cost:.4e} Ha")
print(f"Fermi wavevector: {k_fermi:.4f} bohr^-1")
print(f"Fermi energy: {e_fermi:.4f} Ha")
print(f"peak induced density / sheet density: {peak / density:.4f}")
print(f"Lindhard change of energy: {lindhard_shift:.2e} Ha")
print(f"temperature: {temperature:.0f} K")
print(f"thermal loss of compressibility: {thermal_loss:.1e} (relative)")
print(f"exchange shift of offset: {exchange_shift:.4f} bohr")
print(f"profile width: {width:.1f} bohr")
print(f"mean separation in profile: {mean_separation:.4f} bohr")
print(f"thickness shift of offset: {thickness_shift:.4f} bohr")
net_offset = delta + exchange_shift + thickness_shift
print(f"offset with both shifts added: {net_offset:.4f} bohr")
print("tests ok")
```

Printed output:

```
band mass: 0.10 electron masses
sheet density: 0.0030 bohr^-2
height of unit charge: 50.0 bohr
density of states: 0.03183 Ha^-1 bohr^-2
density of states, counted: 0.03183 Ha^-1 bohr^-2
screening wavevector q_s: 0.2000 bohr^-1
image-plane offset delta: 2.5000 bohr
image-plane offset delta: 0.1323 nm
extra depth of image charge: 5.0000 bohr
energy, ideal mirror at sheet: -0.0050000 Ha
energy, shifted image plane: -0.0047619 Ha
energy, Thomas-Fermi formula: -0.0047719 Ha
energy, minimisation: -0.0047719 Ha
energy, Thomas-Fermi formula: -0.12985 eV
attractive force: 9.1258e-05 Ha/bohr
d = 10 bohr: offset from energy 2.1156 bohr, from force 1.9654 bohr
d = 50 bohr: offset from energy 2.3905 bohr, from force 2.3400 bohr
d = 200 bohr: offset from energy 2.4699 bohr, from force 2.4551 bohr
d = 1000 bohr: offset from energy 2.4938 bohr, from force 2.4907 bohr
induced charge, d = 200 bohr: -1.00000 e
front test point: rho = 100, z = 150 bohr
relative error, shifted image: 1.60e-04
relative error, unshifted image: 1.31e-02
rear test point: rho = 0, z = -200 bohr
potential behind sheet: 3.0497e-05 Ha/e
leading dipole law there: 3.1250e-05 Ha/e
mirror-charge cost, d = 1000 bohr: 6.2500e-07 Ha
Fermi wavevector: 0.1373 bohr^-1
Fermi energy: 0.0942 Ha
peak induced density / sheet density: 0.0179
Lindhard change of energy: 3.74e-16 Ha
temperature: 300 K
thermal loss of compressibility: 8.2e-44 (relative)
exchange shift of offset: -1.1592 bohr
profile width: 4.0 bohr
mean separation in profile: 0.8267 bohr
thickness shift of offset: -0.4134 bohr
offset with both shifts added: 0.9274 bohr
tests ok
```
